# Why pre-existing defects flatten the early Weibull tail: a program that tests the result

```python
"""Early Weibull tail of oxide breakdown with pre-existing defects.

Result under test: for cell occupation p = p0 + c*t**a and columns of n cells,
the low-density slope of W = ln(-ln(1-F)) against ln(t) is n*a*(1-p0/p).
It vanishes at short times for all devices, but tends to a if devices that
are dead at time zero are removed.
F: failed fraction; N: number of columns; p0: initial occupation;
c, a: prefactor and exponent of defect generation; t: stress time in s.
The cumulative hazard is H = -ln(1-F).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import gamma

n, a, p0, c = 4, 0.35, 4e-4, 2e-4
cell_nm, area_um2, field_MV_cm = 0.6, 100.0, 12.0
N = area_um2 * 1e6 / cell_nm**2
thickness_nm = n * cell_nm


def occupation(t, initial=p0):
    return initial + c * t**a


def hazard(t, initial=p0, columns=N):
    return -columns * np.log1p(-occupation(t, initial)**n)


def log_slope(function, t, h=1e-3):
    """Central difference of ln(function) with respect to ln(t)."""
    return np.log(function(t*np.exp(h)) / function(t*np.exp(-h))) / (2*h)


def slope_law(t):
    return n * a * (1 - p0 / occupation(t))


def screened_law(t):
    r = p0 / occupation(t)
    return n * a * (1 - r) / (1 - r**n)


H0 = hazard(0.0)
F0 = -np.expm1(-H0)


def screened_hazard(t):
    return hazard(t) - H0


def time_to_hazard(H, initial=p0):
    p = (-np.expm1(-H / N))**(1 / n)
    return ((p - initial) / c)**(1 / a)


# Local laws against finite differences of the exact hazard
t_cross = (p0 / c)**(1 / a)
t63 = time_to_hazard(1.0)
for t in (1e-6, 1e-2, 1.0, t_cross, 1e2, 1e4, t63):
    assert abs(log_slope(hazard, t) - slope_law(t)) < 1e-5
    assert abs(log_slope(screened_hazard, t) - screened_law(t)) < 1e-5
assert abs(log_slope(hazard, t_cross) - n*a/2) < 1e-5
assert log_slope(hazard, 1e-12) < 1e-3
assert abs(log_slope(screened_hazard, 1e-12) - a) < 1e-3
assert abs(log_slope(lambda t: hazard(t, 0.0), 1.0) - n*a) < 1e-5

# Exact slope at high density, where the low-density law must fail
t_dense = ((0.5 - p0) / c)**(1 / a)
x = 0.5**n
dense_factor = x / ((1 - x) * (-np.log1p(-x)))
dense_ratio = log_slope(hazard, t_dense) / slope_law(t_dense)
assert abs(dense_ratio - dense_factor) < 1e-5
assert dense_ratio > 1.02

# Times to a chosen failed fraction, checked by root search
H_ppm = -np.log1p(-1e-5)
t_with = time_to_hazard(H_ppm)
t_without = time_to_hazard(H_ppm, 0.0)
t_screened = time_to_hazard(H_ppm + H0)
for closed, func in ((t_with, hazard),
                     (t_without, lambda t: hazard(t, 0.0)),
                     (t_screened, screened_hazard)):
    root = brentq(lambda y: np.log(func(np.exp(y)) / H_ppm), -12, 12,
                  xtol=1e-12)
    assert abs(np.exp(root) / closed - 1) < 1e-6

# Cell-by-cell simulation: initial defects, then generation in clean cells
rng = np.random.default_rng(12)
chips, sim_N, sim_n, sim_p0, sim_c = 80000, 50, 3, 0.1, 0.1
shape = (chips * sim_N, sim_n)
initially_bad = rng.random(shape) < sim_p0
birth = (rng.random(shape) * (1 - sim_p0) / sim_c)**(1 / a)
birth[initially_bad] = 0.0
column_time = birth.max(axis=1)
chip_time = column_time.reshape(chips, sim_N).min(axis=1)
sim_F = np.mean(chip_time <= 1.0)
sim_p = sim_p0 + sim_c
formula_F = 1 - (1 - sim_p**sim_n)**sim_N
assert abs(sim_F - formula_F) < 0.01
full = column_time <= 1.0
mean_generated = np.mean(np.sum(~initially_bad[full], axis=1))
sim_slope = np.log(np.sum(column_time <= np.exp(0.5))
                   / np.sum(column_time <= np.exp(-0.5)))
assert abs(mean_generated - sim_n * (1 - sim_p0 / sim_p)) < 0.03
assert abs(sim_slope - a * mean_generated) < 0.03
alive = chip_time[chip_time > 0]
early = [(g / sim_c)**(1 / a) for g in (0.01/np.sqrt(2), 0.01*np.sqrt(2))]
early_H = [-np.log1p(-np.mean(alive <= t)) for t in early]
sim_screened = np.log(early_H[1]/early_H[0]) / np.log(early[1]/early[0])
r = sim_p0 / (sim_p0 + 0.01)
sim_screened_law = sim_n * a * (1 - r) / (1 - r**sim_n)
assert abs(sim_screened - sim_screened_law) < 0.15 * a
del birth, initially_bad, column_time

# Every filling of a periodic strip, 5 wide and 3 thick, with side and
# diagonal links: minimal paths set the low-density slope
width, layers = 5, 3
state = np.arange(2**(width * layers))
rows = [(state >> (width * i)) & 31 for i in range(layers)]


def spread(bits):
    left = ((bits << 1) & 31) | (bits >> 4)
    right = (bits >> 1) | ((bits << 4) & 31)
    return bits | left | right


reached = [rows[0].copy(), np.zeros_like(state), np.zeros_like(state)]
for _ in range(width * layers):
    for i in range(layers):
        near = spread(reached[i])
        if i > 0:
            near = near | spread(reached[i - 1])
        if i < layers - 1:
            near = near | spread(reached[i + 1])
        reached[i] = reached[i] | (rows[i] & near)
filled = sum((state >> b) & 1 for b in range(width * layers))
path_counts = np.bincount(filled[reached[-1] > 0],
                          minlength=width * layers + 1)
assert np.all(path_counts[:layers] == 0)
assert path_counts[layers] == width * 3**(layers - 1)


def strip_hazard(t):
    p = occupation(t)
    k = np.arange(width * layers + 1)
    return -np.log1p(-np.sum(path_counts * p**k * (1-p)**(k[-1] - k)))


def strip_error(t):
    law = layers * a * (1 - p0 / occupation(t))
    return log_slope(strip_hazard, t) / law - 1


assert abs(strip_error(t_cross)) < 0.01
assert abs(strip_error(1e-2)) < abs(strip_error(t63))

# Area effect at a fixed failed fraction of one percent
H_percent = -np.log1p(-0.01)
area_slopes = []
for factor in (1, 100):
    t = brentq(lambda y: np.log(hazard(np.exp(y), columns=N*factor)
                                / H_percent), -20, 15)
    area_slopes.append(log_slope(
        lambda s: hazard(s, columns=N*factor), np.exp(t)))
assert area_slopes[1] < area_slopes[0]

# Sizes of neglected effects
slant = 9**(n - 1)
slant_F0 = -np.expm1(-N * slant * p0**n)
slant_p63 = (N * slant)**(-1 / n)
slant_slope = n * a * (1 - p0 / slant_p63)
thin = 0.01


def thin_hazard(t, initial):
    p = occupation(t, initial)
    return -N*((1-thin)*np.log1p(-p**n) + thin*np.log1p(-p**(n-1)))


thin_floor = thin_hazard(0.0, p0) / H0
thin_slope = log_slope(lambda t: thin_hazard(t, 0.0), 1.0)
thin_limit = log_slope(lambda t: thin_hazard(t, 0.0), 1e-12)
assert abs(thin_limit - (n - 1) * a) < 1e-3
spread_sd = 0.5
k_gamma = 1 / spread_sd**2
spread_factor = gamma(k_gamma, scale=1 / k_gamma).moment(n)
generated63 = c * t63**a
saturation = 1 + np.expm1(-generated63) / generated63
E_act, T_stress, dT = 0.6, 398.0, 5.0
kB_eV = const.k / const.e
heat_factor = np.exp(E_act / kB_eV * (1/T_stress - 1/(T_stress + dT)))

# Tunnelling: WKB, free-electron emitter at zero temperature
barrier, mass_ratio, series_ohm = 3.1, 0.5, 1000.0
V_ox = field_MV_cm * 1e8 * thickness_nm * 1e-9
kappa = np.sqrt(2 * mass_ratio * const.m_e * const.e) / const.hbar


def transmission(depth):
    top = barrier + depth
    end = max(top - V_ox, 0.0)
    action = kappa * thickness_nm*1e-9 * 2/3 * (top**1.5-end**1.5) / V_ox
    return np.exp(-2 * action)


numeric_action = quad(lambda z: kappa * np.sqrt(max(
    barrier - V_ox * z, 0.0)), 0, 1)[0] * thickness_nm * 1e-9
assert abs(np.exp(-2*numeric_action) / transmission(0.0) - 1) < 1e-6
supply = quad(lambda e: e * transmission(e) / transmission(0.0), 0, 5)[0]
J = (const.e * const.m_e * const.e**2 / (2*np.pi**2*const.hbar**3)
     * supply * transmission(0.0)) * 1e-4
current = J * area_um2 * 1e-8

print(f"cells per column n = {n}; exponent a = {a}")
print(f"cell edge = {cell_nm} nm; thickness = {thickness_nm:.1f} nm")
print(f"area = {area_um2:.0f} um2; columns N = {N:.3e}")
print(f"p0 = {p0:.1e}; c = {c:.1e} s^-a")
print(f"initial defect density = {p0/(cell_nm*1e-7)**3:.2e} cm^-3")
print(f"initial areal density = {p0*n/(cell_nm*1e-7)**2:.2e} cm^-2")
print(f"time-zero failed fraction F0 = {F0:.3e}")
print(f"crossover time = {t_cross:.2f} s")
print(f"failed fraction at crossover = {-np.expm1(-hazard(t_cross)):.3e}")
print(f"slope without initial defects n*a = {n*a:.3f}")
print(f"63.2 percent time = {t63:.3e} s; p there = {occupation(t63):.3e}")
print("t (s) | p | F | slope, all | slope, screened")
for t in (1e-4, 1e-2, 1.0, t_cross, 1e2, 1e4, t63):
    print(f"{t:.3e} | {occupation(t):.3e} | {-np.expm1(-hazard(t)):.3e}"
          f" | {log_slope(hazard, t):.4f}"
          f" | {log_slope(screened_hazard, t):.4f}")
print(f"time to 10 ppm, with initial defects = {t_with:.3e} s")
print(f"time to 10 ppm, p0 = 0 and same c = {t_without:.3e} s")
print(f"time to further 10 ppm after screening = {t_screened:.3e} s")
print(f"slope at F = 1 percent, area x1 = {area_slopes[0]:.3f}")
print(f"slope at F = 1 percent, area x100 = {area_slopes[1]:.3f}")
print(f"exact slope / low-density law at p = 0.5: {dense_ratio:.4f}")
print(f"simulation: n = {sim_n}, N = {sim_N}, p0 = {sim_p0}, p = {sim_p}")
print(f"simulation: chips = {chips}; F = {sim_F:.4f}")
print(f"formula for simulated case: F = {formula_F:.4f}")
print(f"simulation: mean generated per full column = {mean_generated:.3f}")
print(f"simulation: column slope = {sim_slope:.3f}")
print(f"a times mean generated = {a*mean_generated:.3f}")
print(f"simulation: early screened slope = {sim_screened:.3f}")
print(f"law for early screened slope = {sim_screened_law:.3f}")
print(f"strip {width} x {layers}: minimal paths = {path_counts[layers]}")
print(f"strip slope error at crossover = {100*strip_error(t_cross):.3f} %")
print(f"strip slope error at p of t63 = {100*strip_error(t63):.2f} %")
print(f"slanted paths per column = {slant}; F0 = {slant_F0:.3e}")
print(f"slanted: p63 = {slant_p63:.3e}; slope there = {slant_slope:.3f}")
print(f"thin columns = {100*thin:.0f} %; floor factor = {thin_floor:.1f}")
print(f"thin columns, p0 = 0: slope at 1 s = {thin_slope:.3f}")
print(f"thin columns, p0 = 0: early limit = {thin_limit:.3f}")
print(f"p0 spread {100*spread_sd:.0f} %: floor factor = {spread_factor:.2f}")
print(f"generation saturation at t63 = {100*saturation:.2f} %")
print(f"activation energy = {E_act} eV; T = {T_stress:.0f} K")
print(f"{dT:.0f} K hotter: times shorter by factor {heat_factor:.2f}")
print(f"field = {field_MV_cm:.0f} MV/cm; oxide voltage = {V_ox:.2f} V")
print(f"barrier = {barrier} eV; tunnelling mass = {mass_ratio} m_e")
print(f"tunnelling current density = {J:.1e} A/cm2")
print(f"gate current = {current:.1e} A; series R = {series_ohm:.0f} ohm")
print(f"series voltage drop = {current*series_ohm*1e3:.2g} mV")
print("all good")
```

It prints:

```
cells per column n = 4; exponent a = 0.35
cell edge = 0.6 nm; thickness = 2.4 nm
area = 100 um2; columns N = 2.778e+08
p0 = 4.0e-04; c = 2.0e-04 s^-a
initial defect density = 1.85e+18 cm^-3
initial areal density = 4.44e+11 cm^-2
time-zero failed fraction F0 = 7.111e-06
crossover time = 7.25 s
failed fraction at crossover = 1.138e-04
slope without initial defects n*a = 1.400
63.2 percent time = 2.961e+04 s; p there = 7.746e-03
t (s) | p | F | slope, all | slope, screened
1.000e-04 | 4.080e-04 | 7.694e-06 | 0.0273 | 0.3604
1.000e-02 | 4.399e-04 | 1.040e-05 | 0.1270 | 0.4014
1.000e+00 | 6.000e-04 | 3.600e-05 | 0.4667 | 0.5815
7.246e+00 | 8.000e-04 | 1.138e-04 | 0.7000 | 0.7467
1.000e+02 | 1.402e-03 | 1.074e-03 | 1.0007 | 1.0073
1.000e+04 | 5.424e-03 | 2.137e-01 | 1.2968 | 1.2968
2.961e+04 | 7.746e-03 | 6.321e-01 | 1.3277 | 1.3277
time to 10 ppm, with initial defects = 7.210e-03 s
time to 10 ppm, p0 = 0 and same c = 9.244e+00 s
time to further 10 ppm after screening = 1.310e-01 s
slope at F = 1 percent, area x1 = 1.172
slope at F = 1 percent, area x100 = 0.678
exact slope / low-density law at p = 0.5: 1.0330
simulation: n = 3, N = 50, p0 = 0.1, p = 0.2
simulation: chips = 80000; F = 0.3329
formula for simulated case: F = 0.3308
simulation: mean generated per full column = 1.502
simulation: column slope = 0.526
a times mean generated = 0.526
simulation: early screened slope = 0.371
law for early screened slope = 0.384
strip 5 x 3: minimal paths = 45
strip slope error at crossover = -0.062 %
strip slope error at p of t63 = -0.61 %
slanted paths per column = 729; F0 = 5.171e-03
slanted: p63 = 1.491e-03; slope there = 1.024
thin columns = 1 %; floor factor = 26.0
thin columns, p0 = 0: slope at 1 s = 1.057
thin columns, p0 = 0: early limit = 1.050
p0 spread 50 %: floor factor = 3.28
generation saturation at t63 = 0.37 %
activation energy = 0.6 eV; T = 398 K
5 K hotter: times shorter by factor 1.24
field = 12 MV/cm; oxide voltage = 2.88 V
barrier = 3.1 eV; tunnelling mass = 0.5 m_e
tunnelling current density = 1.4e-01 A/cm2
gate current = 1.4e-07 A; series R = 1000 ohm
series voltage drop = 0.14 mV
all good
```
